Why Separate Energy Windows Spoil the Density of Semicore States

Consider a crystal whose atoms carry a filled s shell about 30 eV below a valence s band. The shell is deep enough to form a narrow band of its own, yet its tail reaches beyond the atomic sphere, so it cannot be treated as a core confined to that sphere. A linearized augmented-plane-wave (LAPW) basis describes s waves inside the sphere by a radial solution at one chosen energy and its energy derivative, and one such pair does not serve both bands well. It seems natural to solve twice, with an energy parameter E1 near the semicore band and then with E2 near the valence band, to keep the good states of each run, and to add their densities. Each run gives good energies. What goes wrong with the sum?

The states come from different variational spaces, and nothing makes them orthogonal. A model solvable without linearization shows how large the overlap is, where it arises and what it does to the density.

**The model**

I use Hartree atomic units and a fixed scalar potential, so feedback through self-consistency is left out. The crystal cell is replaced by a spherical cell of radius S = 3.5 bohr. Inside an atomic sphere of radius R = 2 bohr the potential is −1.7 hartree; in the interstitial shell between R and S it is zero. For s waves write P = rψ, absorbing the factor 4π in the normalization. Then

H P = −½P″ + V P,  ⟨f|g⟩ = ∫ f g dr,

with all functions real and P(0) = 0. The condition ψ′(S) = 0 defines the bottom of each band and ψ(S) = 0 the top.

Exact states follow from joining sin(κr), κ = √(2(E + 1.7)), smoothly at R to the interstitial solution that obeys the cell condition. The two lowest roots, found numerically, are

bottom: ε1 = −0.9755, ε2 = 0.1619 hartree
top: ε1 = −0.9584, ε2 = 0.8300 hartree.

At the bottom the separation is 1.137 hartree, or 30.9 eV, and 13% of the semicore norm lies outside the sphere. The energy parameters are the band centres, E1 = −0.967 and E2 = 0.496 hartree.

Let u(E) be the sphere solution at energy E, normalized inside the sphere, and u̇ = ∂u/∂E. Differentiating (H − E)u = 0 gives (H − E)u̇ = u. Each basis function is a wave sin(Kr)/K in the interstitial, with K chosen to obey the cell condition (K = 0 means P = r), continued into the sphere as a·u + b·u̇ with matching value and slope. Eight waves are used per window. The matrix elements are integrated by Gauss–Legendre quadrature and the matrices diagonalized.

**What guarantees orthogonality, and what removes it**

In one basis with Hamiltonian matrix H and overlap matrix S, two eigenvectors satisfy Hc1 = ε1Sc1 and Hc2 = ε2Sc2. Multiply the first by c2ᵀ, the second by c1ᵀ, and subtract. Both matrices are symmetric, so the left sides cancel:

0 = (ε2 − ε1) c1ᵀSc2.

For different energies the overlap c1ᵀSc2 vanishes, however poor the basis. Orthogonality here belongs to the shared matrix problem, not to the accuracy of the states.

Now let ψ1 come from window 1 and ψ2 from window 2, with variational energies ε1ᵛ and ε2ᵛ. Define the residuals

r1 = (H − ε1ᵛ)ψ1,  r2 = (H − ε2ᵛ)ψ2.

H is Hermitian even between the two sets. In ⟨f|Hg⟩ − ⟨Hf|g⟩, integration by parts leaves terms in fg′ − f′g at the boundaries. At R the inner and outer terms cancel because values and slopes are continuous; at S they vanish because f and g obey the same cell condition; at the origin f = g = 0. Therefore

⟨r1|ψ2⟩ − ⟨ψ1|r2⟩
= ⟨ψ1|Hψ2⟩ − ε1ᵛs − ⟨ψ1|Hψ2⟩ + ε2ᵛs
= (ε2ᵛ − ε1ᵛ)s,  s = ⟨ψ1|ψ2⟩.

The variational equations make r1 orthogonal to every function of basis 1, and r2 to every function of basis 2. In a common basis both terms vanish. With two bases ψ2 lies outside basis 1 and ψ1 outside basis 2, and neither term need vanish.

At the band bottom the variational energies are −0.97548 and 0.16282 hartree, and the terms are ⟨r1|ψ2⟩ = −0.000002 and ⟨ψ1|r2⟩ = −0.033637 hartree. Hence

s = (−0.000002 + 0.033637)/(0.16282 + 0.97548) = 0.0295.

Nearly all of it comes from the valence residual. The semicore band is narrow and E1 lies close to it; the valence band is wide and its bottom lies 0.334 hartree below E2. The small offset of E1 makes the semicore term negligible, but the offsets alone do not explain the imbalance: at the band bottom, with E1 displaced by 0.334 hartree to either side of the semicore level, the semicore term is still about a tenth of the valence term or less. At the top s = 0.0163. (The sign of s depends on the signs of the states; here both P are positive near the origin.)

**Where the overlap arises**

Define the surface quantity

W[f,g] = ½(fg′ − f′g) at r = R.

For sphere solutions u1 = u(E1) and u2 = u(E2), integration by parts over the sphere gives

(E2 − E1)⟨u1|u2⟩ = ⟨u1|Hu2⟩ − ⟨Hu1|u2⟩
= −½∫(u1u2″ − u1″u2)dr = −W[u1,u2].

Thus ⟨u1|u2⟩ = −W[u1,u2]/(E2 − E1). In the model it is 0.486: inside the sphere the two solutions are far from orthogonal.

This alone is no fault. For the exact states χ1 and χ2 the sphere contributes −W[χ1,χ2]/(ε2 − ε1). In the interstitial, R is the lower limit of integration, so the same surface term enters with the opposite sign and the same denominator. The sum is zero. At the band bottom the two parts are 0.2572 and −0.2572.

Linearization disturbs this cancellation. Inside the sphere ψ2 = a·u2 + b·u̇2. Take the exact semicore state as partner and write Δ = E2 − ε1. As above, ⟨χ1|u2⟩ = −W[χ1,u2]/Δ. Differentiating with respect to E2, which also appears in Δ, gives

⟨χ1|u̇2⟩ = −W[χ1,u̇2]/Δ + W[χ1,u2]/Δ².

Multiplying by a and b and adding,

⟨χ1|ψ2⟩ over the sphere = −W[χ1,ψ2]/Δ + b·W[χ1,u2]/Δ².

The denominators contain the parameter E2, whereas the cancelling interstitial term of an exact state contains the energy ε2. In the two-window calculation the sphere part is 0.2849 and the interstitial part −0.2553. Compared with the exact parts, the sphere has changed by 0.028 and the interstitial by 0.002, so most of the overlap arises in the sphere.

The formula also shows why a true core causes no such trouble. A nonzero solution cannot have both value and slope exactly zero at R, but for a deep core both are exponentially small. In the limit where they vanish, both W terms vanish, and χ1 is orthogonal to u2 and u̇2 for any E2 different from ε1. As an illustration, take a hydrogenic 1s state with nuclear charge 8 in a sphere of radius 3 bohr, and Coulomb waves at 0.3 hartree. Quadrature, with u̇ from a finite difference, gives overlaps with normalized u and u̇ below 10⁻⁹. A semicore state differs by its value and slope at the sphere boundary.

**The substitute in the valence window**

The valence window also produces a state of semicore character. Call it g. It is built from u and u̇ at the wrong energy and lies at −0.348 hartree at the band bottom, 0.63 hartree above the exact semicore level. It is discarded, but ψ2 was made orthogonal to g, not to ψ1.

Since ψ2 and g are orthonormal, Bessel's inequality for the normalized ψ1 reads

s² + ⟨ψ1|g⟩² ≤ 1.

With |⟨ψ1|g⟩| = 0.956 this allows |s| up to √(1 − 0.956²) ≈ 0.29. The actual overlap is ten times smaller. To see why, we need its dependence on δ = ε2 − E2.

Inside the sphere χ2 is a constant N times

u(ε2) = u + δu̇ + ½δ²ü + …,

with the functions on the right taken at E2. Build a function f that equals χ2 in the interstitial and N[(1 + α)u + (δ + β)u̇] in the sphere, with α and β chosen to restore the value and slope lost with the terms from ½δ²ü onward. This is possible because

1 = ⟨u|u⟩ = ⟨u|(H − E2)u̇⟩ = −W[u,u̇],

so the two matching equations have a nonzero determinant. Their right sides are of order δ², hence so are α and β. The error d = f − χ2 is therefore of order δ², vanishes outside the sphere, and has zero value and slope at R.

Assume that the interstitial waves are converged, so that f belongs to basis 2. Let φn be the variational states of this basis and en their energies. The residual of φn is orthogonal to f, and (H − ε2)χ2 = 0, so

(en − ε2)⟨φn|f⟩ = ⟨φn|(H − ε2)f⟩ = ⟨φn|(H − ε2)d⟩.

Expand f in the φn, one of which is ψ2, and put c = ⟨ψ2|f⟩. Because ⟨χ1|χ2⟩ = 0, we have ⟨χ1|f⟩ = ⟨χ1|d⟩, and thus

c⟨χ1|ψ2⟩ = ⟨χ1|d⟩ − Σ′ ⟨χ1|φn⟩⟨φn|(H − ε2)d⟩/(en − ε2),

where the primed sum omits ψ2. In a fixed finite basis, with the other levels well separated from ε2, every term on the right is of order δ² and c tends to ±1. The overlap starts at second order in the distance between band energy and parameter.

The denominators carry a warning. The state g has a large overlap with χ1, and its term grows if its energy eg approaches ε2. Varying E2 at the band bottom, with the exact semicore state as partner, gives (energies in hartree):

E2 = 0.20: |s| = 0.0001, eg = −0.760
E2 = 0.35: |s| = 0.0047, eg = −0.592
E2 = 0.50: |s| = 0.031, eg = −0.340
E2 = 0.65: |s| = 0.257, eg = 0.006
E2 = 0.80: |s| = 0.246, eg = 0.521

Here the valence state is the one that overlaps most with χ2, and g is the one among the rest that overlaps most with χ1.

With E2 = ε2 the overlap is 2 × 10⁻⁸, so eight waves represent χ2 well in the interstitial, as the argument assumed. This does not make the results converged for E2 away from ε2. There a more flexible interstitial basis still lowers the variational levels and changes the overlap, which falls for E2 from 0.35 to 0.65 hartree and rises at 0.80, so the overlaps, substitute levels and the two-window and orthogonalized density errors quoted in this text are those of the eight-wave basis. With twelve waves the two-window overlap s falls from 0.0295 to 0.026 at the bottom and from 0.0163 to 0.0153 at the top, and in the limit of a complete interstitial basis to about 0.025 and 0.015; at E2 = 0.65 the value 0.257 falls to 0.19 and to about 0.16. The two-window and orthogonalized density errors fall by 7 to 17% in that limit, and their ordering does not change. Averaged over both signs of δ, |s| is 0.00072 at |δ| = 0.1 and 0.00349 at 0.2 hartree. The ratio corresponds to a power of 2.3; at these finite offsets higher orders still contribute.

From E2 = 0.50 to 0.65 the overlap grows eightfold. The factor δ² grows by (0.488/0.338)² ≈ 2.1, and the denominator |eg − ε2| shrinks from 0.502 to 0.155, a factor of 3.2. Their product, 6.7, is the growth expected of the g term alone if its numerator scales as δ² and ⟨χ1|g⟩ stays fixed. It leaves out ⟨χ1|d⟩, the other states and the change of c, whose sizes are not computed here, so it indicates the trend and is not a quantitative account of the factor of eight.

At E2 = 0.80 the substitute has passed above the valence state, whose energy is 0.141 hartree, below the exact 0.162. This violates no variational bound. The second-lowest variational level cannot lie below the second exact level, so a level at 0.141 must be the lowest of its window, and the lowest is bounded only by the exact semicore energy.

**What the overlap does to the density**

Fill both states with two electrons each. The two-window density is

ρ = 2(ψ1² + ψ2²),

which integrates to four electrons because each state is normalized. To see what it represents, form

η± = (ψ1 ± ψ2)/√(2(1 ± s)).

The norm of ψ1 ± ψ2 squared is 2 ± 2s, so both are normalized, and ⟨ψ1 + ψ2|ψ1 − ψ2⟩ = 1 − 1 = 0, so they are orthogonal. For one spin, the sum of the projectors on ψ1 and ψ2 becomes

|ψ1⟩⟨ψ1| + |ψ2⟩⟨ψ2| = (1 + s)|η+⟩⟨η+| + (1 − s)|η−⟩⟨η−|,

since the cross terms of the two squares cancel. The occupations are 1 + s and 1 − s. At the band bottom they are 1.030 and 0.970. The first exceeds the Pauli limit of one electron per spin orbital, so no fermion state has this one-particle density matrix.

A Slater determinant depends on the space spanned by its orbitals, and its density follows from any orthonormal pair in that space:

ρdet = 2(η+² + η−²).

The two-window density differs from it by

Δρ = ρ − ρdet = 2s(η+² − η−²).

Inserting η± and using the common denominator 2(1 − s²),

η+² − η−² = [(1 − s)(ψ1 + ψ2)² − (1 + s)(ψ1 − ψ2)²]/[2(1 − s²)]
= [4ψ1ψ2 − 2s(ψ1² + ψ2²)]/[2(1 − s²)],

and therefore

Δρ = 2[2sψ1ψ2 − s²(ψ1² + ψ2²)]/(1 − s²).

The integral of Δρ is zero because η+ and η− are both normalized. A count of electrons cannot reveal the error. Charge is displaced, and the leading term 4sψ1ψ2 is of first order in s. Since η+² and η−² each integrate to one, ∫|Δρ|dr ≤ 4|s|.

At the band bottom this bound is 0.118 electrons and the integral itself is 0.072. The sphere part of the overlap gives a first-order estimate of the excess charge in the sphere,

4 × 0.0295 × 0.2849 = 0.034 electrons,

while the full formula gives 0.032. At the top the integral of |Δρ| is 0.051 and the excess in the sphere 0.014 electrons. These excesses are measured against ρdet. Against the exact density the two-window charge in the sphere is 0.022 electrons too large at the bottom and 0.014 too small at the top.

The energies give little hint of this. At the bottom the valence energy is 0.00097 hartree, or 0.026 eV, above the exact value. A variational energy error is of second order in the error of the state, whereas the density error is of first order in s.

**Orthogonalizing afterwards, or solving once**

One could keep both runs and use ρdet, which restores occupations of one. The valence state, however, still comes from a basis that describes it imperfectly. Measured by the integral of the absolute difference from the exact density, the errors in electrons are:

bottom: two-window 0.056, orthogonalized 0.034
top: two-window 0.056, orthogonalized 0.068

At the top, orthogonalization makes the density worse. At both edges the displacement Δρ partly cancels the remaining basis error. At the bottom Δρ is the larger of the two (0.072 against 0.034 electrons), so removing it helps; at the top it is the smaller (0.051 against 0.068), so removing it exposes the full basis error.

The better course is to put the missing semicore function into the valence basis. Add one local orbital,

a·u(E2) + b·u̇(E2) + u(E1) inside the sphere, zero outside,

with a and b chosen to give zero value and slope at R. The equations for a and b are solvable because W[u,u̇] = −1. The orbital joins smoothly to zero, so it needs no interstitial wave, and the semicore tail is carried by the waves already present.

One diagonalization now yields both bands, and their orthogonality follows from the shared matrix problem. At the band bottom the energies are −0.975478 and 0.161858 hartree; the second is 2 × 10⁻⁶ hartree above the exact value. The density error falls to 0.0005 electrons at the bottom and 0.003 at the top. Thus the added function improves the valence state as well as supplying the semicore state.

The failure of two windows is therefore one of degree. In this model, with the substitute level well away from the valence energy, the overlap is small when the valence energy lies close to E2, and it is negligible for a core whose value and slope at the sphere boundary are negligible. A wide valence band cannot lie close to one parameter throughout, and a semicore state does reach the boundary. Under those conditions the separately computed states overlap, and the sum of their densities puts charge in the wrong place.
